# Position-Dependent Mobility: Why Force Plus Noise Samples the Wrong Density

**The argument under review**

The authors sample atomic coordinates $x$ at temperature $T$ with first-principles forces $F=-\nabla U$. To move stiff and soft regions at different speeds they let the mobility $M$ depend on position, and they integrate

$$x_{n+1}=x_n+M(x_n)F(x_n)\,\Delta t+\sqrt{2kT\,M(x_n)\,\Delta t}\;\xi_n ,\tag{1}$$

with $\xi_n$ a standard normal number. Their justification has three parts. The Einstein relation $D=kT\,M$ holds at every point, so the noise balances the friction everywhere. A force-free particle should not drift, so no further term is allowed. Any remaining error comes from the time step and can be removed by reducing it.

The first statement is true but does not imply the Boltzmann density. The other two are wrong. I take $M$ smooth, symmetric and positive definite, $T$ uniform, and the coordinates periodic. Repeated indices are summed.

**What density does the scheme sample?**

Consider a process whose increment over $dt$ has mean $A_i\,dt$ and covariance $2kT\,M_{ij}\,dt$, both evaluated at the start of the increment (the Ito convention). Expanding a smooth function $g(x)$ to second order in the increment and averaging gives

$$\frac{d}{dt}\langle g\rangle=\big\langle A_i\,\partial_i g+kT\,M_{ij}\,\partial_i\partial_j g\big\rangle .$$

Write the averages as integrals over the density $p$ and integrate by parts, once in the first term and twice in the second. Since $g$ is arbitrary,

$$\partial_t p=-\partial_i J_i,\qquad J_i=A_i\,p-kT\,\partial_j(M_{ij}\,p).\tag{2}$$

The mobility stands inside the derivative, and this is where pointwise balance fails. With $F=0$, scheme (1) makes unbiased steps, but the steps are longer where $D$ is large. Walkers leave fast regions more readily than slow ones and accumulate in the slow ones.

To follow the consequence in one dimension, let $A=MF+s\,D'$, where $s=0$ is the authors' scheme and $s$ measures how much of an extra drift $D'=kT\,M'$ is included. Substitute $p=D^{s-1}r$ into (2):

$$J=\frac{D}{kT}F\,D^{s-1}r+s\,D'D^{s-1}r-(D^{s}r)' .$$

The last term is $-s\,D^{s-1}D'r-D^{s}r'$, and its first part cancels the drift term. What remains is

$$J=D^{s}\Big(\frac{F}{kT}\,r-r'\Big)=-D^{s}e^{-U/kT}\big(r\,e^{U/kT}\big)' .$$

In a stationary state $J$ is constant. Divide by $D^{s}e^{-U/kT}$ and integrate once around the ring. The right side gives zero because $r\,e^{U/kT}$ is periodic, while the left side is $J$ times a positive integral. Hence $J=0$, $r\propto e^{-U/kT}$, and

$$p(x)\propto D(x)^{\,s-1}\,e^{-U(x)/kT}.\tag{3}$$

For $s=0$ the density carries the factor $1/D$. The authors are in effect sampling the potential $U+kT\ln D$. The Boltzmann density requires $s=1$, that is, the drift $kT\,M'$. If $M$ is constant, the distinction disappears.

**May a force-free particle drift?**

Its mean displacement may be nonzero; its equilibrium current may not. With $F=0$ and $s=1$, equation (2) reads $J=D'p-(Dp)'=-Dp'$, which vanishes for uniform $p$ although each particle has mean velocity $D'$. The drift compensates the imbalance caused by unequal step lengths.

The same term follows from mechanics when $M=1/\gamma$ is a physical mobility. Start with the momentum equation

$$m\,dv=(F-\gamma v)\,dt+\sqrt{2kT\gamma}\,dW .$$

Multiply by $M$, use $M\sqrt{\gamma}=\sqrt{M}$, and solve for $dx=v\,dt$:

$$dx=MF\,dt+\sqrt{2kT\,M}\,dW-mM\,dv .$$

The last term looks negligible for small mass, but it is not. At finite mass $x(t)$ is differentiable, so the ordinary product rule gives $d(mMv)=mM\,dv+m\,v^2M'\,dt$, and therefore

$$-mM\,dv=-d(mMv)+m\,v^2M'\,dt .$$

The quantity $mMv$ is of order $M\sqrt{m\,kT}$ and vanishes as $m\to0$. The velocity relaxes in a time $mM$, during which the particle moves only about $M\sqrt{m\,kT}$, so $m\,v^2$ averages to $kT$ at essentially fixed $x$. What survives is $kT\,M'\,dt$. In the noise term $M$ depends only on the path before the increment $dW$, so that term has zero mean at every mass and remains an Ito increment in the limit. The limiting equation therefore has $A=MF+kT\,M'$, which is $s=1$. With a tensor mobility the term is $m\,v_jv_k\,\partial_kM_{ij}\,dt$, and equipartition, $m\langle v_jv_k\rangle=kT\,\delta_{jk}$, turns it into $kT\,\partial_jM_{ij}\,dt$.

If $M$ is merely a sampling device, mechanics need not be invoked. Setting $J_i=0$ in (2) with $p\propto e^{-U/kT}$, for which $kT\,\partial_jp=F_jp$, gives

$$A_i=M_{ij}F_j+kT\,\partial_jM_{ij}.\tag{4}$$

**How large is the error, and does a smaller step remove it?**

Take a ring of length $2\pi$ in units of a length $\ell$, with

$$U=kT\cos 2x,\qquad D=D_0(1+0.6\sin x),$$

and time in units of $\ell^2/D_0$. The wells at $x=\pi/2$ and $3\pi/2$ are identical and are separated by barriers of $2kT$. At their bottoms $D$ is $1.6\,D_0$ and $0.4\,D_0$. Since $U(x+\pi)=U(x)$, each half ring must hold half the population.

The populations obtained with a finite time step, here and in later sections, come from the stationary density of each discrete-time algorithm, found from its transition operator with the noise integrated by quadrature, so they contain no sampling error. Scheme (1) puts a fraction 0.2460 in the fast well at $\Delta t=0.02$, and 0.2462 at both 0.002 and 0.001. Extrapolation to zero step gives 0.2462, and equation (3) gives 0.24618. Reducing the step converges to the wrong density.

The slow well is favoured by the ratio $(1-0.2462)/0.2462\approx3.06$. For two identical wells this is a spurious free-energy difference of $kT\ln3.06\approx1.12\,kT$, or 2.79 kJ/mol at 300 K.

The ratio is below the value 4 suggested by the well bottoms, for a simple reason. Points $x$ and $x+\pi$ have equal $U$, and their weights $1/D$ differ by the factor $(1+0.6\sin x)/(1-0.6\sin x)$, which reaches 4 only at the bottom. For wells narrow compared with the scale on which $D$ varies, the error would approach $kT\ln4\approx1.39\,kT$. If $D$ varies little over the sampled region, the error is small, since for identical wells and a single scalar $D$ it cannot exceed $kT\ln(D_{\max}/D_{\min})$.

The dynamics distinguishes the equations as well. The slowest relaxation rate of the Kramers equation, extrapolated to zero mass, is $0.2977\,D_0/\ell^2$. The overdamped equation gives 0.2977 with the drift and 0.3103 without it. Here the rate without the drift exceeds 0.2977 by only 4% of that value, while the population ratio is off by a factor of three. The closeness of the rates belongs to this example and is not general; it shows only that a plausible rate does not guarantee correct sampling.

**Can the derivative of the mobility be avoided?**

Equation (4) can be integrated directly if $\partial_jM_{ij}$ is available. Fixman's midpoint step produces the drift without it. Draw a random force $f$ with

$$\langle f_lf_j\rangle=\frac{2kT}{\Delta t}\,(M^{-1})_{lj}(x),$$

for example $f=\sqrt{2kT/\Delta t}\;L^{-\mathsf T}\xi$ with $M=LL^{\mathsf T}$. Keep this $f$ through both stages:

$$x^*=x+\tfrac12\Delta t\,M(x)\,[F(x)+f],\qquad x_{\rm new}=x+\Delta t\,M(x^*)\,[F(x^*)+f].$$

Since $f$ is of order $\Delta t^{-1/2}$, the shift $x^*-x$ is of order $\Delta t^{1/2}$, and the change of $M$ along it matters:

$$M_{ij}(x^*)=M_{ij}+\tfrac12\Delta t\,(\partial_kM_{ij})\,M_{kl}f_l+O(\Delta t).$$

Inserting this into the second stage gives

$$\Delta x_i=\Delta t\,M_{ij}(F_j+f_j)+\tfrac12\Delta t^2(\partial_kM_{ij})M_{kl}f_lf_j+O(\Delta t^{3/2}).$$

The terms of order $\Delta t^{3/2}$ are odd in $f$ and average to zero. The quadratic term has the mean

$$\tfrac12\Delta t^2(\partial_kM_{ij})M_{kl}\frac{2kT}{\Delta t}(M^{-1})_{lj}=kT\,\Delta t\,(\partial_kM_{ij})\,\delta_{kj}=kT\,\Delta t\,\partial_jM_{ij},$$

which is the missing drift. The covariance is $2kT\,M_{ij}\Delta t$ to leading order, as required.

As a check with a full tensor, take

$$M_{11}=1+0.4\sin x\cos y,\quad M_{12}=0.3\sin(x+y),\quad M_{22}=1+0.4\cos(x-y)$$

in units of $D_0/kT$, and $U=\tfrac12kT(\cos x+\sin y)$. At $(0.7,0.4)$, in units of $D_0/\ell$, $MF=(0.2754,-0.5504)$ and $kT\,\partial_jM_{ij}=(0.4179,0.2543)$. Their sum is $(0.6933,-0.2961)$, which is the mean displacement per unit time of Fixman's step, extrapolated to $\Delta t\to0$.

**Is any midpoint rule sufficient?**

No. Suppose the authors keep the random number $\xi$ instead of the random force, and use $\sqrt{2D(x^*)\Delta t}\,\xi$. In one dimension $x^*-x\approx\tfrac12\sqrt{2D\Delta t}\,\xi$, and the extra mean displacement is

$$\Big\langle\sqrt{2\Delta t}\,\xi\;\frac{D'}{2\sqrt D}\;\tfrac12\sqrt{2D\Delta t}\,\xi\Big\rangle=\tfrac12D'\,\Delta t .$$

This is $s=\tfrac12$, and (3) leaves a factor $1/\sqrt D$. In the two-well example the fast population tends to 0.3647. Fixman's noise instead scales as $M(x^*)/\sqrt{M(x)}$, whose first-order response to the shift is twice that of $\sqrt{M(x^*)}$.

Fixman's step needs forces at two points. The force may be frozen at $F(x)$ in the second stage, with only $M$ re-evaluated: the change in $\Delta x$ is $\Delta t\,M\,[F(x)-F(x^*)]$, which at order $\Delta t^{3/2}$ is odd in $f$. This saves one electronic-structure calculation per step and keeps the limit.

In the two-well example all the corrected schemes retain a bias at finite step. At $\Delta t=0.02$ the integral of $|p-p_{\rm Boltzmann}|$ over the ring is 0.011 for Fixman's step, 0.030 with frozen force, and 0.024 for Euler with explicit drift, against 0.52 for scheme (1). At $\Delta t=0.002$ the three corrected values are about ten times smaller, and that of scheme (1) is unchanged at 0.52. These figures do not rank the corrected schemes in general. Fixman's step uses twice the forces of the Euler step, and at $\Delta t=0.002$ its fast population, 0.4996, is slightly further from one half than Euler's 0.4998.

**Can the authors reweight their existing data by $D$?**

For scalar mobility, yes, in the limit of small steps. For a tensor, in general not. Setting $J_i=0$ in (2) with $A_i=M_{ij}F_j$, dividing by $kT\,p$ and multiplying by $M^{-1}$ gives

$$\partial_i\ln p=\frac{F_i}{kT}-(M^{-1})_{ij}\,\partial_kM_{jk}.\tag{5}$$

If $M_{ij}=M\delta_{ij}$, the last term is $-\partial_i\ln M$ and the factor $1/D$ returns. If $\partial_kM_{jk}=0$, it vanishes and force plus noise is already correct; $M=\mathrm{diag}(1+\tfrac12\sin y,\;1+\tfrac12\cos x)$ is an example. The last term is also a gradient when $M=\mathrm{diag}(a(x),b(y))$, or when each atom has a scalar mobility that depends only on its own position. The density then carries the product of the inverse mobilities, here $1/(ab)$, and reweighting by the product of the mobilities works. For a general tensor the last term need not be a gradient. Then (5) has no solution, and the stationary state carries circulating currents.

For the tensor above, without the drift, the local speed $|J|/p$ reaches $0.6\,D_0/\ell$. With the drift it vanishes to rounding error and the Boltzmann density is recovered. Such currents break detailed balance. Nor can a factor fixed by $M$ alone repair the averages for every potential. Suppose $p=w\,e^{-U/kT}$ were stationary for every $U$, with $w$ independent of $U$. Then (2) with $A_i=M_{ij}F_j$ gives $J_i=-kT\,e^{-U/kT}b_i$ with $b_i=\partial_j(M_{ij}w)$, and $\partial_iJ_i=0$ reads $\partial_ib_i+b_iF_i/kT=0$. For this to hold for every $F$ requires $b_i=0$, which is (5) again.

**Requested revision**

The authors should replace (1) by a discretization of (4) or by Fixman's step with the random force held fixed, and show convergence in $\Delta t$. The expansion behind both assumes that $M$ changes little over one random displacement $\sqrt{2D\Delta t}$. A mobility that is switched abruptly between regions violates this and needs separate treatment. The values quoted here are listed in the numerical output below.

## Numbers as computed

```
Energy unit kT, length unit l, time unit l^2/D0
barrier between the wells: 2.0 kT
D at fast well 1.60 D0, at slow well 0.40 D0
formula, s = 0.0: fast-well population 0.24618
formula, s = 0.5: fast-well population 0.36470
formula, s = 1.0: fast-well population 0.50000
Fast-well population at time steps 0.02, 0.002, 0.001 and limit 0;
then L1 = integral |p - Boltzmann| at 0.02, 0.002 and limit 0
plain Euler: 0.2460 0.2462 0.2462 0.2462; L1 0.5188 0.5214 0.5218
random-number midpoint: 0.3639 0.3645 0.3646 0.3647; L1 0.2780 0.2753 0.2748
Euler with Ito drift: 0.4971 0.4998 0.4999 0.5000; L1 0.0241 0.0024 0.0000
Fixman midpoint: 0.4975 0.4996 0.4998 0.5000; L1 0.0106 0.0011 0.0000
Fixman, frozen force: 0.4929 0.4993 0.4997 0.5000; L1 0.0296 0.0029 0.0000
plain Euler: slow/fast population ratio 3.062
spurious free-energy difference 1.119 kT = 2.79 kJ/mol at 300 K
ratio of D at the two well bottoms 4.000, its logarithm 1.386
Slowest relaxation rate, unit D0/l^2:
  Kramers equation, limit of zero mass 0.2977
  overdamped with Ito drift 0.2977, without 0.3103
Two dimensions, L1 distance from Boltzmann; largest |J|/p in D0/l:
  scalar M, no drift: 0.2143; 1.2e-14
  divergence-free M, no drift: 0.0000; 1.6e-13
  tensor M, no drift: 0.2949; 6.0e-01
  tensor M, with drift: 0.0000; 1.0e-13
Fixman step at x = 0.7, y = 0.4; velocities in D0/l:
  M F = (0.2754, -0.5504)
  kT div M = (0.4179, 0.2543)
  mean displacement/dt, limit = (0.6933, -0.2961)
```
